# The Jones–Zener Hall Conductivity of an Anisotropic Tight-Binding Band

**Q.** For a free electron I can picture the Hall effect: the Lorentz force pushes the carrier sideways. In a crystal band the velocity is not proportional to the wave vector. What equation replaces that picture?

**A.** The Boltzmann equation. Take one spin-degenerate band $\varepsilon(\mathbf k)$ and electrons of charge $-e$, with $e>0$. Define

$$
v_i=\frac1\hbar\frac{\partial\varepsilon}{\partial k_i},\qquad
M_{ij}=\frac1{\hbar^2}\frac{\partial^2\varepsilon}{\partial k_i\partial k_j}=\frac1\hbar\frac{\partial v_j}{\partial k_i}.
$$

$M$ is the inverse-mass tensor. The fields drive $\hbar\dot{\mathbf k}=-e(\mathbf E+\mathbf v\times\mathbf B)$, and collisions restore the Fermi function $f_0(\varepsilon)$ in a time $\tau(\mathbf k)$. In a uniform steady state

$$
-\frac e\hbar(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau}.
$$

I assume that $\varepsilon$ and $\tau$ are smooth, periodic and even in $\mathbf k$, and that $\tau>0$. Berry curvature, transitions to other bands and Landau quantization are left out. So is the part of the collision integral that scatters electrons into a state in proportion to the disturbance elsewhere on the Fermi surface.

**Q.** The magnetic force acts on $f_0$ too. Why does equilibrium survive in a magnetic field?

**A.** Because that force does no work. With $\mathbf B$ along $z$, define

$$
\Omega=\frac e\hbar(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}
=\frac{eB}{\hbar}\left(v_y\partial_x-v_x\partial_y\right),
$$

where $\partial_i=\partial/\partial k_i$. Acting on the energy it gives $\Omega\varepsilon=eB(v_yv_x-v_xv_y)=0$, so it annihilates every function of energy.

Now write $f=f_0+g$ and keep terms linear in $\mathbf E$. Since $\nabla_{\mathbf k}f_0=\hbar\mathbf v f_0'$, with the prime meaning $d/d\varepsilon$, the kinetic equation becomes

$$
-ef_0'\,\mathbf E\cdot\mathbf v-\Omega g=-\frac g\tau
\quad\Longrightarrow\quad
(1-\tau\Omega)g=e\tau f_0'\,\mathbf E\cdot\mathbf v .
$$

The factor $f_0'$ commutes with $\Omega$. Hence $g=ef_0'E_j\Lambda_j$, with a sum over $j$, where

$$
(1-\tau\Omega)\Lambda_j=\tau v_j .
$$

The source is odd in $\mathbf k$ and $\Omega$ preserves parity, so $g$ is odd and the electron density does not change.

**Q.** You will now expand $(1-\tau\Omega)^{-1}$ as a geometric series. But $\Omega$ contains a derivative, and repeated derivatives can grow without limit. Does the series converge?

**A.** Convergence of the whole series is not needed. The Jones–Zener iteration can be stopped with its remainder kept. Let $R=(1-\tau\Omega)^{-1}$. Since $(1-\tau\Omega)(1+\tau\Omega)=1-(\tau\Omega)^2$, multiplication by $R$ from the left and rearrangement give the identity

$$
R=1+\tau\Omega+R(\tau\Omega)^2 .
$$

To bound $R$, follow the magnetic orbit backward from $\mathbf k$, and let $u$ be the elapsed time in units of the local $\tau$:

$$
\frac{d\mathbf K}{du}=\frac{e\tau}{\hbar}\,\mathbf v\times\mathbf B,\qquad \mathbf K(0)=\mathbf k .
$$

If $g=Rh$, meaning $g-\tau\Omega g=h$, then along this path

$$
\frac{d}{du}\left[e^{-u}g(\mathbf K(u))\right]
=-e^{-u}(g-\tau\Omega g)=-e^{-u}h(\mathbf K(u)).
$$

Integration from $0$ to $\infty$ yields

$$
(Rh)(\mathbf k)=\int_0^\infty du\,e^{-u}h(\mathbf K(u)),
$$

so $|Rh|$ never exceeds the maximum of $|h|$. The remainder in $\Lambda_j$ is $R(\tau\Omega)^2\tau v_j$. It is bounded by a constant times $B^2$, and therefore

$$
\Lambda_j=\tau v_j+\tau\Omega(\tau v_j)+O(B^2).
$$

The integral also gives the physical meaning. Since $\tau\,du$ is elapsed time, $\boldsymbol\Lambda$ is a length: the time integral of the velocity an electron had in its past, weighted by the probability $e^{-u}$ that it has not collided since. The field matters because the past velocity pointed in another direction.

**Q.** What current follows?

**A.** Write $\int_{\mathbf k}=\int d^dk/(2\pi)^d$ over the Brillouin zone, for $d=2$ or $3$. With two spins, $j_i=-2e\int_{\mathbf k}v_ig$. Defining $j_i=\sigma_{ij}E_j$ gives

$$
\sigma_{ij}=2e^2\int_{\mathbf k}(-f_0')\,v_i\Lambda_j .
$$

The zeroth order is $\sigma^{(0)}_{ij}=2e^2\int_{\mathbf k}(-f_0')\tau v_iv_j$, which is symmetric. The first order is

$$
\sigma^{(1)}_{ij}=2e^2\int_{\mathbf k}(-f_0')\,\tau v_i\,\Omega(\tau v_j).
$$

**Q.** A Hall conductivity should be antisymmetric. This expression does not look it.

**A.** Add the transposed component and use the product rule:

$$
\sigma^{(1)}_{ij}+\sigma^{(1)}_{ji}
=2e^2\int_{\mathbf k}(-f_0')\,\Omega(\tau^2v_iv_j)
=2e^2\int_{\mathbf k}\Omega\left[(-f_0')\tau^2v_iv_j\right].
$$

For any periodic $F$,

$$
v_y\partial_xF-v_x\partial_yF=\partial_x(v_yF)-\partial_y(v_xF),
$$

because $\partial_xv_y=\partial_yv_x$. The integral of $\Omega F$ over the zone is therefore zero, and $\sigma^{(1)}$ is antisymmetric.

**Q.** You allowed $\tau$ to vary over the Fermi surface. Its derivatives must then appear in the answer.

**A.** They cancel. By antisymmetry,

$$
\sigma^{(1)}_{xy}=\tfrac12\left(\sigma^{(1)}_{xy}-\sigma^{(1)}_{yx}\right)
=e^2\int_{\mathbf k}(-f_0')\left[\tau v_x\Omega(\tau v_y)-\tau v_y\Omega(\tau v_x)\right].
$$

The first product is $\tau^2v_x\Omega v_y+\tau v_xv_y\Omega\tau$ and the second is $\tau^2v_y\Omega v_x+\tau v_xv_y\Omega\tau$. The terms with $\Omega\tau$ are equal and drop out of the difference. What remains needs

$$
\Omega v_y=eB(v_yM_{xy}-v_xM_{yy}),\qquad
\Omega v_x=eB(v_yM_{xx}-v_xM_{xy}).
$$

Substitution gives

$$
\boxed{\sigma^{(1)}_{xy}=-e^3B\int_{\mathbf k}\tau^2(-f_0')
\left[v_x^2M_{yy}+v_y^2M_{xx}-2v_xv_yM_{xy}\right]}
$$

The bracket measures how the velocity turns as the electron moves along its constant-energy line.

**Q.** Could I skip the antisymmetrization and insert $\Omega v_y$ directly into $\sigma^{(1)}_{xy}$?

**A.** If $\tau$ depends on energy alone, then $\Omega\tau=0$ and you may write

$$
\sigma^{(1)}_{xy}=2e^3B\int_{\mathbf k}\tau^2(-f_0')\,v_x(v_yM_{xy}-v_xM_{yy}).
$$

For a $\tau$ that varies along the Fermi line, this one-sided form lacks the term $2e^2\int_{\mathbf k}(-f_0')\tau v_xv_y\Omega\tau$, which need not vanish.

**Q.** Check the sign and the factor of two on something I know.

**A.** Take a constant $\tau$ and one isotropic mass $m$, so that $M_{xx}=M_{yy}=1/m$ and $M_{xy}=0$. Integration by parts gives

$$
\int_{\mathbf k}(-f_0')v_x^2=-\frac1\hbar\int_{\mathbf k}v_x\partial_xf_0
=\int_{\mathbf k}f_0M_{xx}=\frac{n}{2m},
$$

since the density is $n=2\int_{\mathbf k}f_0$. The $v_y^2$ term is equal, so $\sigma^{(1)}_{xy}=-ne^3\tau^2B/m^2$.

Compare the force balance $m\mathbf v/\tau=-e(\mathbf E+\mathbf v\times\mathbf B)$ with $\mathbf E$ along $y$. To lowest order the drift is $v_y=-e\tau E_y/m$. The magnetic force then gives

$$
v_x=-\frac{e\tau}{m}v_yB=\frac{e^2\tau^2B}{m^2}E_y ,
$$

and $j_x=-nev_x$ reproduces the same sign and factor.

**Q.** That limit counts all electrons, while your formula contains only those near the Fermi level. Can both views hold in a real band?

**A.** For constant $\tau$ they can. Start from the one-sided form and use $f_0'v_i=\partial_if_0/\hbar$:

$$
\sigma^{(1)}_{xy}=\frac{2e^3\tau^2B}{\hbar}\int_{\mathbf k}
\left[-(\partial_yf_0)v_xM_{xy}+(\partial_xf_0)v_xM_{yy}\right].
$$

Integrating by parts moves the derivatives:

$$
\sigma^{(1)}_{xy}=\frac{2e^3\tau^2B}{\hbar}\int_{\mathbf k}f_0
\left[\partial_y(v_xM_{xy})-\partial_x(v_xM_{yy})\right].
$$

Here $\partial_yv_x=\hbar M_{xy}$ and $\partial_xv_x=\hbar M_{xx}$. The two third-derivative terms cancel because $\partial_yM_{xy}=\partial_xM_{yy}$. Hence

$$
\sigma^{(1)}_{xy}=-2e^3\tau^2B\int_{\mathbf k}f_0\left(M_{xx}M_{yy}-M_{xy}^2\right).
$$

The same integration by parts gives $\sigma^{(0)}_{xx}=2e^2\tau\int_{\mathbf k}f_0M_{xx}$. A full band has $f_0'=0$, so both conductivities vanish. Filled states near a minimum or a maximum in the $xy$ plane have a positive determinant and contribute negatively to $\sigma_{xy}$. Those near a saddle contribute positively.

**Q.** Near the top of the band the filled states contribute negatively as well. How can holes give a positive Hall coefficient?

**A.** Through the full-band sum rule. First define the coefficient. Suppose the band and $\tau$ are unchanged under $k_x\to-k_x$, so that $\sigma^{(0)}_{xy}=0$. In three dimensions suppose they are also unchanged under $k_z\to-k_z$. That reflection reverses $v_z$ and leaves $\Omega$ alone, so the conductivities that couple $z$ to $x$ or $y$ vanish and no $E_z$ enters. No current flows along $y$, so $0=\sigma_{yx}E_x+\sigma_{yy}E_y$ and $E_y=\sigma_{xy}E_x/\sigma_{yy}$. To lowest order $j_x=\sigma_{xx}E_x$, and

$$
R_H=\frac{E_y}{j_xB}=\frac{\sigma_{xy}}{B\,\sigma_{xx}\sigma_{yy}} .
$$

For constant $\tau$, near a parabolic minimum with masses $m_x$ and $m_y$ along the axes,

$$
\sigma_{xy}=-\frac{ne^3\tau^2B}{m_xm_y},\qquad
\sigma_{xx}\sigma_{yy}=\frac{n^2e^4\tau^2}{m_xm_y},
$$

so the masses cancel and $R_H=-1/(ne)$.

Near a maximum put $f_0=1-h$, where $h$ is the occupation by holes and $p=2\int_{\mathbf k}h$. The unit term is a full band and gives zero. The term $-h$ reverses the sign in front of the determinant, so $\sigma_{xy}=+pe^3\tau^2B/|m_xm_y|$. The diagonal conductivities stay positive, because $M_{xx}$ and $M_{yy}$ are negative there: $\sigma_{xx}=pe^2\tau/|m_x|$, and likewise for $y$. Then $R_H=+1/(pe)$.

**Q.** Both limits are parabolic. Show me a band where the inverse mass varies and $M_{xy}$ does not vanish.

**A.** Take a rectangular two-dimensional lattice, with $X=k_xa$ and $Y=k_yb$:

$$
\varepsilon=-2t_x\cos X-2t_y\cos Y-4t_d\cos X\cos Y .
$$

Differentiation gives

$$
v_x=\frac a\hbar\sin X\,(2t_x+4t_d\cos Y),\qquad
v_y=\frac b\hbar\sin Y\,(2t_y+4t_d\cos X),
$$

$$
M_{xx}=\frac{a^2}{\hbar^2}\cos X\,(2t_x+4t_d\cos Y),\qquad
M_{yy}=\frac{b^2}{\hbar^2}\cos Y\,(2t_y+4t_d\cos X),
$$

$$
M_{xy}=-\frac{4t_dab}{\hbar^2}\sin X\sin Y .
$$

The chosen parameters describe a model, not a particular material: $t_x=0.50$ eV, $t_y=0.20$ eV, $t_d=0.03$ eV, $a=0.40$ nm, $b=0.50$ nm, $\tau=20$ fs and a temperature of 300 K. The band runs from $-1.52$ to $1.28$ eV.

At chemical potential $\mu=-1.0$ eV the three terms of the boxed formula, in the order written there, give

$$
\frac{\sigma_{xy}}B=(-2.734-2.734-0.362)\ \mu\mathrm{S/T}=-5.831\ \mu\mathrm{S/T},
$$

where the sum was rounded after addition. These are sheet conductivities. The last term is negative because both brackets in the velocities are positive for these hoppings, so $v_xv_yM_{xy}\le0$ everywhere.

**Q.** The first two terms agree to every digit shown, yet the band is anisotropic. Is that an error?

**A.** No, it follows from antisymmetry. For constant $\tau$ the one-sided forms of $\sigma_{xy}$ and $\sigma_{yx}$ contain $v_xv_yM_{xy}-v_x^2M_{yy}$ and $v_y^2M_{xx}-v_xv_yM_{xy}$, with the same prefactor. Their sum integrates to zero. The mixed terms cancel, which leaves equal integrals of $v_x^2M_{yy}$ and $v_y^2M_{xx}$.

**Q.** What Hall coefficient does this give?

**A.** The diagonal conductivities are $\sigma_{xx}=1.388$ mS and $\sigma_{yy}=0.829$ mS, so

$$
R_H=\frac{-5.831\times10^{-6}}{(1.388\times10^{-3})(0.829\times10^{-3})}
\ \mathrm{m^2/C}=-5.07\ \mathrm{m^2/C}.
$$

The density is $1.227\ \mathrm{nm^{-2}}$, for which $-1/(ne)=-5.09\ \mathrm{m^2/C}$. Counting electrons works well at this filling. Two higher fillings show how it fares elsewhere:

| $\mu$ (eV) | $\sigma_{xy}/B$ (µS/T) | $R_H$ (m²/C) | $-1/(ne)$ (m²/C) | $+1/(pe)$ (m²/C) |
|---|---|---|---|---|
| $-1.0$ | $-5.83$ | $-5.07$ | $-5.09$ | $0.71$ |
| $0.0$ | $-1.17$ | $-0.66$ | $-1.27$ | $1.23$ |
| $1.0$ | $2.29$ | $6.20$ | $-0.69$ | $6.41$ |

**Q.** Why does counting fail at $\mu=0$?

**A.** The result $R_H=-1/(ne)$ was derived for a parabolic pocket, where the determinant of $M$ is a positive constant, and the band at $\mu=0$ is far from that. The Fermi line there is even open. The energy rises steadily as $X$ goes from $0$ to $\pi$. It is at most $-0.48$ eV on the line $X=0$ and at least $0.72$ eV on the line $X=\pi$. For $\mu$ between these values each $k_y$ has one crossing with $0<X<\pi$, so the Fermi line runs across the zone and encloses no pocket. An open line is not in itself the cause, however. Let $\langle\cdot\rangle$ denote the average over the filled states. For constant $\tau$ the integrals over $f_0$ found above give

$$
R_H=-\frac1{ne}\,
\frac{\langle M_{xx}M_{yy}-M_{xy}^2\rangle}{\langle M_{xx}\rangle\langle M_{yy}\rangle}.
$$

Counting holds when the fraction is 1. States with a negative determinant lower the numerator, but they can lower the denominator too. If $M_{xx}$ is constant over the filled states and $M_{xy}=0$, the fraction is exactly 1 for any $M_{yy}$ with a nonzero average, even if $M_{yy}$ changes sign and the Fermi line is open. In the example both inverse masses vary, and between $\mu=-1.0$ eV and $\mu=0$ the numerator falls faster than the denominator: the fraction drops from 0.996 to 0.52. The departure from counting starts while the Fermi line is still closed and grows continuously as it opens. At $\mu=0$ the magnitude of $R_H$ is about half of $1/(ne)$. A closed line is no guarantee of counting either. For $t_x=t_y$ and $t_d=0$ the line is closed for every $\mu<0$, yet $\sigma_{xy}$ goes continuously to zero as $\mu\to0$, by the symmetry shown next.

**Q.** Then the sign should change at half filling, where electrons and holes are equal in number.

**A.** That is true for $t_d=0$ and constant $\tau$. Shifting $\mathbf k$ by $(\pi/a,\pi/b)$ then reverses $\varepsilon$, $\mathbf v$ and $M$. The bracket in the boxed formula has two velocities and one inverse mass, so it changes sign, while $-f_0'$ at $\mu$ turns into $-f_0'$ at $-\mu$. Thus $\sigma_{xy}$ is odd in $\mu$ and vanishes at $\mu=0$, which is half filling.

The diagonal hopping term keeps its sign under the shift and breaks this symmetry. In the example the Hall coefficient vanishes at $\mu=0.311$ eV, with 1.194 electrons per cell instead of 1.

**Q.** So far $\tau$ has been constant. Does the missing $\Omega\tau$ term matter in numbers?

**A.** Choose $\tau=\tau_0(1+0.5\cos X)$ with $\tau_0=20$ fs, at $\mu=-1.0$ eV. The boxed formula gives $-11.06\ \mu\mathrm{S/T}$ and the one-sided form $-10.04\ \mu\mathrm{S/T}$. Relative to the former, the one-sided magnitude is 9.2% too small.

An independent calculation decides between them. It evaluates the backward-orbit integral for $\boldsymbol\Lambda$ at finite field, using velocities and never $M$, and extrapolates $\sigma_{xy}/B$ to $B=0$. It gives $-11.06\ \mu\mathrm{S/T}$. The numerical check also compares the two roads for constant $\tau$ and at all three chemical potentials.

**Q.** How small must the field be?

**A.** The correction $\tau\Omega(\tau v_j)$ must be small compared with the typical size of $\tau v_j$. Near the bottom of the band this means $\omega_c\tau\ll1$, where $\omega_c=eB/\sqrt{m_xm_y}$. Here $\omega_c\tau=0.007$ at 1 T. Where the inverse mass is large, or $\tau$ changes sharply along the Fermi line, $\Omega(\tau v_j)$ is large and the linear range shrinks. A sharp bend of the Fermi line alone, as near a saddle where the velocity is small, need not shrink it. Near a filling where $\sigma^{(1)}_{xy}$ vanishes, the higher-order terms are large relative to $\sigma^{(1)}_{xy}$ even when this condition holds.

The first correction to the Hall part is of order $B^3$. To see this, write $\Lambda_j=(1/\tau-\Omega)^{-1}v_j$. The vanishing integral of a total derivative gives $\int_{\mathbf k}(-f_0')\,\phi\,\Omega\psi=-\int_{\mathbf k}(-f_0')\,\psi\,\Omega\phi$ for periodic $\phi$ and $\psi$. Moving the inverse operator from $v_j$ to $v_i$ therefore reverses the sign of $\Omega$, and with it that of $B$:

$$
\sigma_{ij}(B)=\sigma_{ji}(-B).
$$

The antisymmetric part is odd in $B$. The reflection $k_x\to-k_x$ reverses both $v_x$ and $\Omega$, so for a band and $\tau$ with this symmetry $\sigma_{xy}(B)=-\sigma_{xy}(-B)=-\sigma_{yx}(B)$. Then $\sigma_{xy}$ has no symmetric part, and $\sigma_{xy}/B$ changes first at order $B^2$. At $\mu=-1.0$ eV and constant $\tau$, its magnitude falls below the linear-order value by 0.077% at 5 T and by 0.307% at 10 T. The ratio is 3.99, close to the factor of 4 expected for a doubled field.

**Q.** And if the field is weak but the formula still disagrees with a measurement?

**A.** Then one of the omitted effects may matter. Berry curvature can add a Hall current that this expansion does not contain. A collision integral with scattering-in terms replaces the local $\tau(\mathbf k)$ by an operator, and the cancellation of the $\Omega\tau$ terms was shown here for a local $\tau$ alone. With several bands, each contributes its own $\sigma_{ij}$ if they are independent. The conductivities must then be added before $R_H$ is formed, since the current is the sum over bands in a common electric field.

## Values computed for the example and the checks

```
hoppings t_x, t_y, t_d: 0.50, 0.20, 0.03 eV
lattice constants a, b: 0.40, 0.50 nm
tau0: 20.0 fs; temperature: 300 K
thermal energy kT: 0.02585 eV
band bottom, top: -1.52, 1.28 eV
saddle energies at (0,pi), (pi,0): -0.48, 0.72 eV
bottom masses m_x, m_y: 0.4252, 0.5862 electron masses
omega_c*tau at bottom, 1 T: 0.00705
Hall parts at mu = -1.0 eV, constant tau:
  vx^2 Myy part of sigma_xy/B: -2.73446 uS/T
  vy^2 Mxx part of sigma_xy/B: -2.73446 uS/T
  vx vy Mxy part of sigma_xy/B: -0.36225 uS/T
  sum from formula: -5.83117 uS/T
  orbit result extrapolated to B=0: -5.83117 uS/T
  relative change of sigma_xy/B at 1 T: -3.0776e-05
  relative change of sigma_xy/B at 5 T: -7.6859e-04
  relative change of sigma_xy/B at 10 T: -3.0654e-03
  ratio of changes, 10 T to 5 T: 3.9883
mu = -1.0 eV: electrons per cell 0.24535
  n, p: 1.22675, 8.77325 nm^-2
  sigma_xx, sigma_yy: 1.38780, 0.82916 mS
  sigma_xy/B: -5.83117 uS/T
  R_H: -5.06743 m^2/C
  -1/(ne), +1/(pe): -5.08786, 0.71142 m^2/C
mu = 0.0 eV: electrons per cell 0.98341
  n, p: 4.91705, 5.08295 nm^-2
  sigma_xx, sigma_yy: 3.60444, 0.49334 mS
  sigma_xy/B: -1.16797 uS/T
  R_H: -0.65683 m^2/C
  -1/(ne), +1/(pe): -1.26936, 1.22793 m^2/C
mu = 1.0 eV: electrons per cell 1.80517
  n, p: 9.02585, 0.97415 nm^-2
  sigma_xx, sigma_yy: 0.96933, 0.38039 mS
  sigma_xy/B: 2.28576 uS/T
  R_H: 6.19909 m^2/C
  -1/(ne), +1/(pe): -0.69151, 6.40713 m^2/C
Hall sign change: mu = 0.31059 eV, 1.19410 electrons per cell
small pockets: depth 0.020 eV, kT 0.005 eV
  R_H*n*e near bottom: -1.000006
  R_H*p*e near top: 0.999829
anisotropic tau = tau0*(1 + 0.5 cos X), mu = -1.0 eV:
  antisymmetric formula: -11.05890 uS/T
  orbit result extrapolated to B=0: -11.05890 uS/T
  one-sided expression: -10.03869 uS/T
  one-sided relative error: -0.09225
Boltzmann residual, constant tau, 10 T: 1.6e-10
Boltzmann residual, anisotropic tau, 2 T: 2.8e-13
```
